\section*{Why a band inversion need not make a topological insulator, part 2}

Which band inversions change the $\mathbb Z_2$ indices $(\nu_0;\nu_x\nu_y\nu_z)$ of an insulator of independent electrons with time reversal $T=i\sigma_yK$ ($K$ is complex conjugation) and inversion $P$? Two models on a simple cubic lattice ($a=1$, energies in eV, half filling) have two orbitals (Pauli matrices $\tau$) and spin ($\sigma$) per site. With $s_i=\sin k_i$,
\begin{equation}
M(\mathbf k)=m+\sum_{i}B_i\,(1-\cos k_i),
\end{equation}
\begin{align}
H_{\rm eq}&=M\tau_z+\Delta\,\tau_x+\lambda\,\tau_y\,(\sigma_x s_ys_z+\sigma_y s_zs_x+\sigma_z s_xs_y),\label{eq:Heq}\\
H_{\rm op}&=M\tau_z+\sum_i A_i s_i\,\tau_x\sigma_i .\label{eq:Hop}
\end{align}
The orbitals have equal parity in $H_{\rm eq}$ ($P=1$) and opposite parity in $H_{\rm op}$ ($P=\tau_z$). The comparison uses $m=-1$, $B_i=1$, $A_i=A=1$, $\Delta=0.3$, $\lambda=1$ (the program writes D, L for $\Delta$, $\lambda$).

Each model is $H=\sum_a d_a\gamma_a$ with five anticommuting $\gamma_a$, levels $\pm|\mathbf d|$ and $\hat{\mathbf d}=\mathbf d/|\mathbf d|$. If $\hat{\mathbf d}$ never reaches $-\mathbf u$, it can be contracted to the constant $\mathbf u$ (decoupled atoms) with the gap open; for $P=\tau_z$, $\mathbf u$ must be a pole $\pm\mathbf e_{\tau_z}$. In $H_{\rm eq}=X+\Delta\tau_x$, $X$ anticommutes with $\tau_x$, so bulk and slab gaps are at least $2\Delta$; this model is atomic.

$N$ counts the invariant momenta $\Gamma_{\mathbf n}=\pi(n_x,n_y,n_z)$, $n_i\in\{0,1\}$, where the upper orbital ($\tau_z=+1$) has occupied weight above $\tfrac12$; in $H_{\rm op}$, $M<0$ there.

Let $2p$ bands be occupied, with projector $\Pi(\mathbf k)$. $\Theta=PT$ preserves $\mathbf k$. With $V_{\mathbf G}=e^{i\mathbf G\cdot\mathbf r}$, $\xi=PV_{2\Gamma_{\mathbf n}}$ gives the parities; $n_\pm$ count occupied even and odd Kramers pairs, and $\delta_{\mathbf n}=(-1)^{n_-}$. For a direct gap at every $\mathbf k$,
\begin{equation}
(-1)^{\nu_0}=\prod_{\mathbf n}\delta_{\mathbf n},\qquad(-1)^{\nu_i}=\prod_{n_i=1}\delta_{\mathbf n}.
\label{eq:FK}
\end{equation}
With $T$ alone, a plane $k_i=0$ or $\pi$ has index $\nu$:
\begin{equation}
(-1)^\nu=e^{i\pi\Delta S}\,\frac{\Lambda(0)}{\Lambda(\pi)},\qquad \Lambda=\prod_{\alpha=1}^{p}\ell_\alpha ,
\label{eq:nu}
\end{equation}
where the Wilson loop at $k_2$ has eigenvalues $e^{2\pi ix_j(k_2)}$ (centres $x_j$), $\Delta S=\sum_j[x_j(\pi)-x_j(0)]$, and $\Lambda$ takes one eigenvalue $\ell_\alpha$ per Kramers pair. Inversion makes $\Delta S=0$.

\section{Surface zero modes of the opposite-parity model}

For a (001) face at $k_x,k_y\in\{0,\pi\}$, \eqref{eq:Hop} reduces to the chain $(\mu-B\cos k_z)\tau_z+A\sin k_z\,\tau_x\sigma_z$ with $B=B_z>0$, $A>0$ and $\mu=M(k_z{=}0)+B$. On layers $j$, $\cos k_z\to\tfrac12(\psi_{j+1}+\psi_{j-1})$ and $\sin k_z\to\tfrac1{2i}(\psi_{j+1}-\psi_{j-1})$. Multiplying $H\psi=0$ by $\tau_z$ and using $\tau_z\tau_x=i\tau_y$,
\begin{equation}
\mu\psi_j-\tfrac B2(\psi_{j+1}+\psi_{j-1})+\tfrac A2\,\tau_y\sigma_z(\psi_{j+1}-\psi_{j-1})=0 .
\end{equation}
For $\tau_y\sigma_z=-1$ and $\psi_j\propto\rho^j$ this becomes
\begin{equation}
f(\rho)=\tfrac12(B+A)\rho^2-\mu\rho+\tfrac12(B-A)=0 .
\end{equation}
A crystal on $j\ge1$ needs $\psi_0=0$, hence $\psi_j\propto\rho_1^j-\rho_2^j$ ($j\rho^{j-1}$ for a double root; for $\mu=0$, $A=B$, as in the $N=1$ model, the double root is $\rho=0$ and the state sits on layer $1$ alone) with both roots inside the unit circle. The product of the roots has modulus $|B-A|/(B+A)<1$. Complex roots therefore lie inside, and they require $\mu^2<B^2-A^2$. Real roots lie inside exactly when $f(1)=B-\mu$ and $f(-1)=B+\mu$ are positive, since the alternative with these signs, both roots beyond the same end of $(-1,1)$, contradicts the product. In all cases the condition is $|\mu|<B$, that is $M(k_z{=}0)=\mu-B<0<\mu+B=M(k_z{=}\pi)$. For $\tau_y\sigma_z=+1$ the roots are the reciprocals, which cannot both lie inside; these solutions belong to the opposite face. The space $\tau_y\sigma_z=-1$ is two-dimensional, so each face carries one Kramers pair. Away from the invariant point the terms $A(s_x\tau_x\sigma_x+s_y\tau_x\sigma_y)$ commute with $\tau_y\sigma_z$, so they act within the pair, and their sum squares to $A^2(s_x^2+s_y^2)$: the pair is a Dirac cone $\pm A\sqrt{s_x^2+s_y^2}$ as long as $|\mu(k_x,k_y)|<B$.

If $M$ keeps its sign along the line, there is no level near zero. In a slab $\tau_zH$ is the truncated operator $\hat M$ plus $i$ times a Hermitian operator, so an eigenstate obeys $|E|\ge|\operatorname{Re}\langle\psi|\tau_zH|\psi\rangle|=|\langle\hat M\rangle|\ge\min|M|$, the expectation value being an average of $M(k_z)$ with weight $|\psi(k_z)|^2$. A cone thus appears on each projected line with $\delta\delta'=-1$. The four lines contain all eight momenta, so in this model the number of cones on any cube face equals $\nu_0$ mod $2$. The $N=1$ model has one cone per face and a (001) slab gap of $0.000$ eV.

The same result explains why the equal-parity slab reaches its bound $2\Delta$. At the sampled point $(k_x,k_y)=(\pi/3,0)$ the operator $X$ is a chain of the same form, with $\tau_y\sigma_y$ in place of $\tau_x\sigma_z$, amplitude $\lambda\sin(\pi/3)$, and $M$ changing sign along $k_z$. It has a zero mode, which $\Delta\tau_x$ places at $\pm\Delta$.

\section{Even numbers of opposite-parity exchanges}

The table lists $H_{\rm op}$ with $A=1$ eV for eight choices of $m$ and $\mathbf B$ (in eV). The last column gives the cones per face counted in slabs normal to $x,y,z$, and $\kappa$ is defined in the next section. The bulk gaps are $2.000$ eV for $\mathbf B=(1,1,1)$ and $1.000$ eV otherwise.

\begin{center}
\begin{tabular}{rcccc c}
$m$ & $\mathbf B$ & $N$ & indices & $\kappa$ & cones\\[2pt]
$1$ & $(1,1,1)$ & 0 & $(0;000)$ & 0 & 0,0,0\\
$-1$ & $(1,1,1)$ & 1 & $(1;000)$ & 1 & 1,1,1\\
$-1$ & $(1,1,0.25)$ & 2 & $(0;001)$ & 2 & 2,2,0\\
$-1.5$ & $(1.5,0.5,0.5)$ & 3 & $(1;011)$ & 3 & 3,1,1\\
$-3$ & $(1,1,1)$ & 4 & $(0;111)$ & 0 & 2,2,2\\
$-1.5$ & $(1.5,0.25,0.25)$ & 4 & $(0;000)$ & 0 & 4,0,0\\
$-5$ & $(1,1,1)$ & 7 & $(1;111)$ & 3 & 1,1,1\\
$-7$ & $(1,1,1)$ & 8 & $(0;000)$ & 0 & 0,0,0
\end{tabular}
\end{center}

For $N=2$, $M=-1$ at $\mathbf n=(000)$ and $-1+2(0.25)=-0.5$ at $(001)$, and $M\ge1$ elsewhere. Six factors $-1$ give $\nu_0=0$. The plane $n_z=1$ contains one inverted point and three factors $-1$, so $\nu_z=1$; the planes $n_x=1$ and $n_y=1$ contain none, and four factors $-1$ give $0$. Both inverted points lie on one line along $z$, so the (001) face has no cone and the side faces have two. This is a weak topological insulator. For $m=-3$, $\Gamma$ and the three $X$ points are inverted, each plane $n_i=1$ contains one of them, and the indices are $(0;111)$. For $N=8$ the vector $\hat{\mathbf d}$ can reach a pole only where all sines vanish, and there it is $-\mathbf e_{\tau_z}$; the contraction to $\mathbf u=-\mathbf e_{\tau_z}$ is allowed, and the crystal is atomic with the upper orbital filled.

The second $N=4$ model has $M=-1.5,-1,-1,-0.5$ on the plane $n_x=0$ and $M\ge1.5$ on $n_x=1$, so $\delta_{\mathbf n}=(-1)^{n_x}$, and every plane product in \eqref{eq:FK} contains an even number of minus signs. Scale $B_y,B_z,A_y,A_z$ by $t$ and set $A_x=1.5-0.5t$. The gap could close only where $s_x=0$ and $M=0$, but $M\le-0.5$ at $k_x=0$ and $M\ge1.5$ at $k_x=\pi$ for all $t\in[0,1]$; the smallest sampled gap is $1.000$ eV. At $t=0$, $H=-1.5\cos k_x\,\tau_z+1.5\sin k_x\,\tau_x\sigma_x$ is flat with gap $2\times1.5=3.000$ eV. The coefficient of $e^{ik_x}$ is $-\tfrac{1.5}{2}(\tau_z+i\tau_x\sigma_x)=-1.5\,\tau_z\,\tfrac12(1-\tau_y\sigma_x)$, because $i\tau_z\tau_x=-\tau_y$. It takes the $\tau_y\sigma_x=-1$ component on site $j+1$ and, since $\tau_z$ reverses $\tau_y$, couples it to the $+1$ component on site $j$ and to nothing else. The crystal is a set of decoupled dimers with the electrons on the $x$ bonds, and the computed centre is $x=0.500\,a$. Four inversions of opposite parity have moved the electrons from the atoms to the bonds. The four cones on the (100) face come from cut bonds: at $t=0$ they merge into a flat band of isolated end orbitals, which a $T$-symmetric surface potential shifts to any energy.

\section{Two pairs at one momentum}

What must be even is the number of exchanged pairs, and the number of momenta is only a special case. Take two copies (Pauli matrices $\mu_i$) of the $N=1$ model and add $g\mu_y\sigma_z$ with $g=0.3$ eV. This term is even under $T$, since $\mu_y$ and $\sigma_z$ both change sign, and commutes with $P=\tau_z$. Split $H=H_\parallel+H_\perp+g\mu_y\sigma_z$ with $H_\parallel=A(s_x\tau_x\sigma_x+s_y\tau_x\sigma_y)$ and $H_\perp=M\tau_z+As_z\tau_x\sigma_z$. The first part anticommutes with the other two, which commute with each other and have eigenvalues $\pm\sqrt{M^2+A^2s_z^2}$ and $\pm g$. Hence $H^2=H_\parallel^2+(H_\perp+g\mu_y\sigma_z)^2$ and
\begin{equation}
E^2=A^2(s_x^2+s_y^2)+\Big(\sqrt{M^2+A^2s_z^2}\pm g\Big)^2 .
\end{equation}
The single copy has $|\mathbf d|\ge1$ eV (half of its gap $2.000$ eV), a perturbation of norm $g$ moves a level by at most $g$, and at $\Gamma$ the levels are $\pm1\pm g$, so the gap is $2(1-0.3)=1.400$ eV. The occupied states are two even pairs at $\Gamma$ and two odd pairs at the other seven momenta. All $\delta=+1$ and the indices are $(0;000)$, although $N=1$ and the parities are opposite. In a (001) slab the same algebra holds with $H_\perp$ the truncated chain, whose zero modes move to $\pm g$: the surface gap is $2g=0.600$ eV. On the (100) face the cones survive. There $Q=\tau_z\mu_y\sigma_z$ commutes with the chain, $\mu_y\sigma_z=Q\tau_z$ turns the perturbation into $M\to M\pm g$, and $M\pm0.3$ still changes sign between $M=-1$ and $M=1$ in both sectors. The counted cones are $2,2,0$.

This model is still not atomic. The integers $n_\pm$ cannot change while the gap is open, so
\begin{equation}
\kappa=\tfrac12\sum_{\mathbf n}(n_+-n_-)=4p-\sum_{\mathbf n}n_-\equiv-\sum_{\mathbf n}n_-\pmod 4
\end{equation}
is invariant, and $\kappa\equiv\nu_0$ mod $2$ by \eqref{eq:FK}. In an atomic insulator the occupied space is spanned by localized orbitals that inversion permutes. A Kramers pair of parity $\eta$ at an inversion centre $\mathbf w$, with $2\mathbf w$ a lattice vector, has $\xi=PV_{2\Gamma_{\mathbf n}}=\eta\,e^{2\pi i\mathbf n\cdot\mathbf w}=\eta(-1)^{2\mathbf w\cdot\mathbf n}$; the bond-centred model above is $\eta=+1$, $\mathbf w=(\tfrac12,0,0)$. Summed over $\mathbf n$ this is $8\eta$ if all components of $2\mathbf w$ are even and $0$ otherwise, because an odd component makes $n_i=0$ and $n_i=1$ cancel. Orbitals at general positions $\pm\mathbf r$ are exchanged by $\xi$, which is traceless on them, and contribute $0$. Each contribution to $\kappa$ is thus $4\eta$ or $0$, and every atomic insulator has $\kappa\equiv0$ mod $4$; here and in the table $\kappa$ is quoted mod $4$, for the inversion centre on the lattice site. Moving the centre to another point $\mathbf w$ with $2\mathbf w$ a lattice vector multiplies each parity by $(-1)^{2\mathbf w\cdot\mathbf n}$; for the models in the table this changes $\kappa$ by $2\sum_i2w_i\nu_i$ mod $4$ (for $N=2$ from $2$ to $0$ at $\mathbf w=(0,0,\tfrac12)$), so there $\kappa$ is independent of the centre only when all $\nu_i=0$. The doubled model has $\sum n_-=7\times2=14$ and $\kappa\equiv-14\equiv2$. An insulator with $\kappa=2$ and vanishing $\mathbb Z_2$ indices is classed as a higher-order topological insulator; its hinge states are not examined here. For a single copy of $H_{\rm op}$, $\sum n_-=8-N$ and $\kappa=N$ mod $4$, as in the table, and the equal-parity model has $\sum n_-=0$ and $\kappa=0$. A vanishing $\nu_0$ thus covers atomic insulators, weak insulators and insulators with $\kappa=2$ and all $\nu_i=0$, which $\nu_0$ alone does not tell apart; the indices $\nu_i$ and $\kappa$, both read from the list of parities, separate these three classes among the examples above. The atom-centred and bond-centred atomic insulators share $(0;000)$ and $\kappa=0$ and are told apart by the individual $\delta_{\mathbf n}$.

\section{Where the parity rule does not apply}

The proof used a direct gap at every $\mathbf k$, which the eight invariant momenta alone do not reveal. With $\Delta=0$ the equal-parity model still has levels $\pm|M|\neq0$ at all of them, but $\mathbf d=0$ at $(\pi/2,0,0)$; $\Pi$ is discontinuous there and the index of the plane $k_z=0$ is undefined. Without inversion neither $\Theta$ nor $\xi$ is available. Time reversal still fixes the right side of \eqref{eq:nu} to $\pm1$, but $\Delta S$ need not vanish and $\Lambda$ is no longer given by parities, so the index has to be found in another way, for example by evaluating \eqref{eq:nu} from the Wilson loop. An exception is a crystal whose inversion-breaking terms can be switched off with the gap open, since \eqref{eq:nu} needs only $T$ and keeps its value along that path. A change of orbital character at momenta other than the invariant ones carries no parity label. With $\Theta$ present the two nearest pairs are described by five coefficients $d_a$ that must vanish together, while only three momentum components and one parameter are free, so without further crystal symmetry such an inversion is generically an avoided crossing and changes no index.

\section*{Computed results}
\begin{verbatim}
parameters: A = 1.0 eV, D = 0.3 eV, L = 1.0 eV, g = 0.3 eV
P=tz: PT-allowed t0s0 txsx txsy txsz tys0 tzs0 | P-even t0s0 tzs0
P=1: PT-allowed t0s0 txs0 tysx tysy tysz tzs0 | P-even t0s0 txs0 tysx tysy tysz tzs0
momentum order n = 000 001 010 011 100 101 110 111
odd m=1.0 B=(1, 1, 1) eV: M_n = 1 3 3 5 3 5 5 7 eV
  delta -------- N=0 gap=2.000 eV parity(0, 0, 0, 0) Wilson(0, 0, 0, 0) kappa=0 cones xyz=[0, 0, 0]
odd m=-1.0 B=(1, 1, 1) eV: M_n = -1 1 1 3 1 3 3 5 eV
  delta +------- N=1 gap=2.000 eV parity(1, 0, 0, 0) Wilson(1, 0, 0, 0) kappa=1 cones xyz=[1, 1, 1]
odd m=-1.0 B=(1, 1, 0.25) eV: M_n = -1 -0.5 1 1.5 1 1.5 3 3.5 eV
  delta ++------ N=2 gap=1.000 eV parity(0, 0, 0, 1) Wilson(0, 0, 0, 1) kappa=2 cones xyz=[2, 2, 0]
odd m=-1.5 B=(1.5, 0.5, 0.5) eV: M_n = -1.5 -0.5 -0.5 0.5 1.5 2.5 2.5 3.5 eV
  delta +++----- N=3 gap=1.000 eV parity(1, 0, 1, 1) Wilson(1, 0, 1, 1) kappa=3 cones xyz=[3, 1, 1]
odd m=-3.0 B=(1, 1, 1) eV: M_n = -3 -1 -1 1 -1 1 1 3 eV
  delta +++-+--- N=4 gap=2.000 eV parity(0, 1, 1, 1) Wilson(0, 1, 1, 1) kappa=0 cones xyz=[2, 2, 2]
odd m=-1.5 B=(1.5, 0.25, 0.25) eV: M_n = -1.5 -1 -1 -0.5 1.5 2 2 2.5 eV
  delta ++++---- N=4 gap=1.000 eV parity(0, 0, 0, 0) Wilson(0, 0, 0, 0) kappa=0 cones xyz=[4, 0, 0]
odd m=-5.0 B=(1, 1, 1) eV: M_n = -5 -3 -3 -1 -3 -1 -1 1 eV
  delta +++++++- N=7 gap=2.000 eV parity(1, 1, 1, 1) Wilson(1, 1, 1, 1) kappa=3 cones xyz=[1, 1, 1]
odd m=-7.0 B=(1, 1, 1) eV: M_n = -7 -5 -5 -3 -5 -3 -3 -1 eV
  delta ++++++++ N=8 gap=2.000 eV parity(0, 0, 0, 0) Wilson(0, 0, 0, 0) kappa=0 cones xyz=[0, 0, 0]
equal m=-1.0 B=(1, 1, 1) eV: M_n = -1 1 1 3 1 3 3 5 eV
  delta ++++++++ N=1 gap=0.600 eV parity(0, 0, 0, 0) Wilson(0, 0, 0, 0) kappa=0 cones xyz=[0, 0, 0]
doubled m=-1.0 B=(1, 1, 1) eV: M_n = -1 1 1 3 1 3 3 5 eV
  delta ++++++++ N=1 gap=1.400 eV parity(0, 0, 0, 0) Wilson(0, 0, 0, 0) kappa=2 cones xyz=[2, 2, 0]
equal: E at Gamma = 1.0440 eV
equal: upper-orbital weight 0.9789 0.0211 0.0211 0.0025 0.0211 0.0025 0.0025 0.0009
odd m=-1: upper-orbital weight 1.0000 0.0000 0.0000 0.0000 0.0000 0.0000 0.0000 0.0000
sweep m=+1..-1 eV, min gap at Gamma: odd 0.000 eV, equal 0.600 eV
equal: min gap on path B,L -> 0: 0.600 eV
equal: (001) slab gap, 16 layers: 0.600 eV
equal: largest Wannier-centre excursion in plane kz=0: 0.323 a
plane N=4: min gap on path to chains 1.000 eV, flat gap 3.000 eV, centre x = 0.500 a
(001) slab gap, 16 layers: single copy 0.000 eV, doubled 0.600 eV
\end{verbatim}
